# Fitting a silicon-photomultiplier charge spectrum with generalised-Poisson weights

## A sensor that counts perfectly

A silicon photomultiplier is an array of small avalanche cells whose output charges are added. Suppose first that every avalanche delivers the same charge $G$, that the electronics add no noise, and that no avalanche can trigger another. A weak light pulse starts a Poisson number of avalanches with mean $\mu$. The charge $Q$ in the gate is then $Q_0+kG$, where $Q_0$ is the pedestal, and a fraction
$$P_k=\frac{\mu^k e^{-\mu}}{k!}$$
of the pulses falls in line $k$. The line spacing gives $G$. For $n_k$ pulses in line $k$, the log-likelihood is $\sum_k n_k(k\ln\mu-\mu)$ plus a constant. Setting its derivative to zero gives
$$\sum_k n_k\left(\frac{k}{\mu}-1\right)=0,\qquad \hat\mu=\frac{\sum_k k\,n_k}{\sum_k n_k}.$$
The best $\mu$ is the mean count.

Now let avalanches emit photons that fire other cells promptly: optical crosstalk. The mean count includes the secondary avalanches, and the recipe attributes them to light.

The example has $N=20000$ synthetic pulses with $\mu=2$ primary avalanches and a mean of $\lambda=0.2$ further avalanches triggered directly by each avalanche. A full spectrum fit with Poisson weights returns $\mu=2.53$, about 26% too high. It nevertheless returns a gain of 250.07 fC, where the truth is 250 fC. The peak positions are right while the peak populations are misread, so the weights are what must be repaired.

## Weights for a cascade

Assume that each avalanche, primary or secondary, independently triggers a Poisson number of avalanches with mean $\lambda<1$. Let $h(z)=\sum_k c_kz^k$ be the generating function of the size of the cluster started by one primary, $c_k$ being the probability of $k$ avalanches in total. The first avalanche contributes a factor $z$, and each of its $j$ direct descendants starts a cluster of the same kind:
$$h=z\sum_{j=0}^{\infty}\frac{e^{-\lambda}\lambda^j}{j!}h^j=z\,\phi(h),\qquad \phi(u)=e^{\lambda(u-1)}.$$
A Poisson number of primaries gives, by the same sum, the generating function $F(h(z))$ of the total count, with $F(u)=e^{\mu(u-1)}$.

To extract the coefficient of $z^k$ for $k\ge1$, differentiate first. The coefficient of $z^{k-1}$ in $dF/dz$ is $kP_k$, so on a small circle around the origin
$$P_k=\frac1k\,\frac1{2\pi i}\oint\frac{F'(h)\,h'(z)}{z^k}\,dz.$$
Near the origin $h$ is an invertible function of $z$, because $h'(0)=\phi(0)=e^{-\lambda}\neq0$. Take $u=h$ as the variable, with $z=u/\phi(u)$ and $h'dz=du$:
$$P_k=\frac1k\,\frac1{2\pi i}\oint\frac{F'(u)\phi(u)^k}{u^k}\,du .$$
This is $1/k$ times the coefficient of $u^{k-1}$ in
$$F'(u)\phi(u)^k=\mu\,e^{-\mu-k\lambda}\,e^{(\mu+k\lambda)u}.$$
That coefficient is $\mu e^{-\mu-k\lambda}(\mu+k\lambda)^{k-1}/(k-1)!$. Hence
$$P_k=\frac{\mu(\mu+k\lambda)^{k-1}e^{-\mu-k\lambda}}{k!}.$$
For $k=0$, $F(h(0))=F(0)=e^{-\mu}$, which the formula also gives. These are the generalised-Poisson weights. A numerical power-series solution of the cascade equation agrees with them to $10^{-16}$.

The parameter $\lambda$ is a mean number. The probability that an avalanche triggers at least one other directly is $1-e^{-\lambda}$, here 0.181.

The moments follow from the same branching. A cluster of size $T$ is one avalanche plus a Poisson number of clusters, so its mean $m$ satisfies $m=1+\lambda m$, or $m=1/(1-\lambda)$. The variance of a sum of a Poisson number of independent terms is the Poisson mean times the mean square of one term. The cluster variance $v$ therefore obeys $v=\lambda(v+m^2)$, so $v=\lambda/(1-\lambda)^3$. For the full count,
$$\langle k\rangle=\frac{\mu}{1-\lambda},\qquad \mathrm{Var}\,k=\mu(v+m^2)=\mu\,\frac{\lambda+(1-\lambda)}{(1-\lambda)^3}=\frac{\mu}{(1-\lambda)^3}.$$
In the example these are 2.50 and 3.91. The excess noise factor, $\mu\,\mathrm{Var}\,k/\langle k\rangle^2=1/(1-\lambda)$, is 1.25. As $\lambda\to1$ these moments diverge, although the weights still sum to one. In a real sensor the finite number of cells, ignored here, then limits the cascade.

## What separates light from crosstalk

The zero peak does not contain $\lambda$: without a primary there is nothing to trigger crosstalk. This suggests a two-number estimate,
$$\mu=-\ln\frac{N_0}{N},\qquad \lambda=1-\frac{\mu}{\langle k\rangle},$$
with $N_0$ the number of pulses in the pedestal peak. It is correct within the model but wastes data. The fraction $N_0/N$ has variance $P_0(1-P_0)/N$, and $d\mu=-dP_0/P_0$, so
$$\sigma_\mu=\sqrt{\frac{1-P_0}{P_0N}}=\sqrt{\frac{e^{\mu}-1}{N}} .$$
At the fitted $\mu=2.034$ this is $\sqrt{6.65/20000}=0.0182$. The full likelihood reaches 0.0143. Since variances fall as $1/N$, the zero peak alone would need $(0.0182/0.0143)^2\approx1.6$ times as many pulses.

The formula also guides the choice of light level. The relative error $\sigma_\mu/\mu$ is smallest when $(e^\mu-1)/\mu^2$ is stationary, that is, when $\mu e^\mu=2(e^\mu-1)$, or $\mu=2(1-e^{-\mu})$. The nonzero solution is $\mu\approx1.59$. For a fixed number of pulses and the zero-peak estimate, the example's $\mu=2$ is only 2% worse than this optimum, whereas $\mu=5$ is about twice as bad.

The opposite limit, very weak light, shows why the pedestal is so valuable. From the weights,
$$\frac{P_2}{P_1}=\left(\frac{\mu}{2}+\lambda\right)e^{-\lambda}.$$
A double avalanche comes from two primaries or from one primary with crosstalk. When $\mu\ll\lambda$ the ratio tends to $\lambda e^{-\lambda}$ and measures crosstalk directly. Otherwise this ratio alone cannot tell the two apart.

## From counts to a charge histogram

Real peaks have width. Let the electronics contribute Gaussian noise of standard deviation $s_0$, and let each avalanche charge have an independent Gaussian fluctuation about $G$ with standard deviation $s_1$. A sum of independent Gaussian terms is Gaussian and its variances add, so for given $k$ the charge is Gaussian with
$$\text{mean }Q_0+kG,\qquad s_k^2=s_0^2+k\,s_1^2 .$$
The example uses $Q_0=40$ fC, $G=250$ fC, $s_0=25$ fC and $s_1=12$ fC. Halfway between peaks 0 and 1 the pedestal is $125/25=5$ standard deviations away, so these peaks are well resolved. Two equal Gaussians merge into one maximum when their spacing falls to twice their width. Here that would require $s_k=125$ fC, or $k=(125^2-25^2)/12^2\approx104$, far beyond the populated peaks.

A simple treatment takes the density $f$ at the bin centre times the bin width $b$. Taylor expansion about the centre gives the bin integral as $bf+b^3f''/24$ to leading order. The relative error is thus governed by $b^2f''/(24f)$, and for a Gaussian $f''/f=(x^2-1)/s^2$ at $x$ standard deviations from the peak. With $b=10$ fC and $s=25$ fC, the true content is 0.7% below the approximation at the pedestal centre and about 10% above it at $x=4$. This distorts the widths for no benefit, since the integral is known:
$$p_i=\sum_kP_k\left[\Phi(z_{i+1,k})-\Phi(z_{i,k})\right],\qquad z_{i,k}=\frac{q_i-Q_0-kG}{s_k}.$$
Here $q_i$ are the bin edges and $\Phi$ is the standard normal distribution function. Underflow and overflow bins are kept so that the probabilities sum to one. The sum stops at $k=40$, beyond which the example has probability $9\times10^{-14}$.

## Climbing the likelihood

Least squares with errors $\sqrt{n_i}$ fails in the nearly empty valleys between peaks, where $n_i$ may be zero. The multinomial log-likelihood has no such difficulty:
$$L=\sum_in_i\ln p_i,\qquad U_a=\frac{\partial L}{\partial\theta_a}=\sum_i\frac{n_i}{p_i}\,\partial_ap_i ,$$
with $\theta=(Q_0,G,s_0,s_1,\mu,\lambda)$. Differentiating again and changing the sign gives
$$-\partial_bU_a=\sum_in_i\left[\frac{\partial_ap_i\,\partial_bp_i}{p_i^2}-\frac{\partial_a\partial_bp_i}{p_i}\right].$$
Replace $n_i$ by its expectation $Np_i$. The last term becomes $-N\partial_a\partial_b\sum_ip_i=0$, because the sum is constant. What remains is the Fisher information,
$$I_{ab}=N\sum_i\frac{\partial_ap_i\,\partial_bp_i}{p_i}.$$

Each iteration solves $I\delta=U$ and moves $\theta$ by $\delta$. If $I$ is positive definite, the initial slope of $L$ along the step is $U^T\delta=U^TI^{-1}U>0$, so a short enough step goes uphill. The step is halved until $L$ rises and the parameters are admissible: positive $G,s_0,s_1,\mu$ and $0\le\lambda<1$. Since $U^T\delta=\delta^TI\delta$ is the squared step length in units of the statistical error, iteration stops when it is below $10^{-6}$. At the maximum, $I^{-1}$ estimates the covariance matrix, provided that the sample is large and the solution is not at a boundary such as $\lambda=0$.

The derivatives are elementary. With $\varphi=\Phi'$, the derivative of $\Phi(z_{i,k})$ is $\varphi(z_{i,k})$ times
$$\frac{\partial z}{\partial Q_0}=-\frac1{s_k},\quad \frac{\partial z}{\partial G}=-\frac{k}{s_k},\quad \frac{\partial z}{\partial s_0}=-\frac{z\,s_0}{s_k^2},\quad \frac{\partial z}{\partial s_1}=-\frac{z\,k\,s_1}{s_k^2}.$$
The last two follow from $\partial s_k/\partial s_0=s_0/s_k$ and $\partial s_k/\partial s_1=ks_1/s_k$. From the logarithm of $P_k$,
$$\frac{\partial\ln P_k}{\partial\mu}=\frac1\mu+\frac{k-1}{\mu+k\lambda}-1,\qquad \frac{\partial\ln P_k}{\partial\lambda}=\frac{k(k-1)}{\mu+k\lambda}-k .$$

## Finding the right hill

The climb is local. A start with the wrong spacing can match the wrong peaks, so the spacing is taken from the periodicity of the whole spectrum. Averaging $e^{i\omega Q}$ first over the Gaussian and then over $k$ gives
$$\chi(\omega)=e^{i\omega Q_0-\omega^2s_0^2/2}\sum_kP_k\,e^{ik\omega G}e^{-k\omega^2s_1^2/2}.$$
At $\omega_1=2\pi/G$ every factor $e^{ik\omega G}$ is one and the peaks add in phase. The formula gives $|\chi(\omega_1)|=0.736$, and the data give 0.732.

The maximum is slightly displaced. Put $\omega=\omega_1+\epsilon$. To leading order in the damping, $\ln|\chi|$ varies as
$$-\tfrac12\epsilon^2G^2\,\mathrm{Var}\,k-\tfrac12(\omega_1+\epsilon)^2w^2,\qquad w^2=s_0^2+\langle k\rangle s_1^2 .$$
Setting the derivative to zero gives $\epsilon/\omega_1=-w^2/(G^2\mathrm{Var}\,k+w^2)$. Here $w^2=625+360=985$ fC² and $G^2\mathrm{Var}\,k=2.44\times10^5$ fC², so the starting gain should be about 0.4% high. The printed start is 251.3 fC, 0.5% high; the frequency grid has steps of about 0.3%. This is harmless for a start, but taken as the answer it would be wrong by about ten times the final standard error of 0.12 fC.

The phase of $\chi$ locates $Q_0$ approximately, up to multiples of $G$; at the displaced maximum it is about 2.5 fC low here. The lowest comb position holding more than 0.1% of the pulses is taken as the pedestal, which requires $e^{-\mu}>10^{-3}$, or $\mu<6.9$, apart from counting fluctuations. If the pedestal is missed, every $k$ is wrong by at least one and both $\mu$ and $\lambda$ are wrong. The mean and variance in that peak then give $Q_0$ and $s_0$; the extra variance of the next peak gives $s_1$; the two-number estimate gives $\mu$ and $\lambda$.

## Reading the fit

The synthetic pulses were made by following the cascade generation by generation, not by drawing from $P_k$. From the start $\mu=2.048$, $\lambda=0.186$, three steps lead to

- $G=250.05\pm0.12$ fC, or $(1.5607\pm0.0008)\times10^6$ electrons;
- $\mu=2.034\pm0.014$;
- $\lambda=0.195\pm0.005$, or a crosstalk probability $1-e^{-0.195}=0.177\pm0.004$.

A general optimiser, started two standard errors away in every parameter, reached the same maximum within 0.001 standard errors. Pearson's statistic, with bins merged to at least ten expected pulses, is 155 for 167 degrees of freedom. Forcing $\lambda=0$ lowers $2L$ by 2046, so these data exclude plain Poisson weights.

The value of $\mu$ lies 2.4 standard errors above the truth. One fit cannot show whether this is bias. In 200 repeated experiments the mean estimate was 2.0008, with a scatter of 0.0151 and hence an uncertainty of $0.0151/\sqrt{200}=0.0011$ on the mean. No bias is seen at that level, and the single result is consistent with a fluctuation. The deviations divided by their quoted errors have widths between 0.93 and 1.07 for the six parameters, where 200 repeats determine a width to about 0.05. The quoted errors are therefore realistic for data that obey the model.

The errors of $\mu$ and $\lambda$ have correlation $-0.64$, and must not be combined as if independent. For the mean count $M=\mu/(1-\lambda)$,
$$dM=\frac{d\mu}{1-\lambda}+\frac{\mu\,d\lambda}{(1-\lambda)^2}.$$
The two terms have standard deviations 0.0178 and 0.0141. With the correlation,
$$\sigma_M=\sqrt{0.0178^2+0.0141^2-2(0.638)(0.0178)(0.0141)}\approx0.014 .$$
This equals the direct counting error $\sqrt{3.91/20000}=0.014$. The total number of avalanches is well fixed, and the harder task is dividing it between light and crosstalk. The fitted $M=2.034/0.805=2.53$ is also what the Poisson fit returned as its $\mu$, as the opening argument predicts for resolved peaks.

## When the device breaks the model

The parameters are in the rough regime of a 3 mm × 3 mm sensor with 50 µm cells at room temperature: gain of order $10^6$ and crosstalk of order ten percent. Real devices also have afterpulses, dark counts, and crosstalk of limited range among cells that fire only once. Each was added separately to 400000 synthetic pulses and the unchanged model was fitted. The shifts below are relative to a fit without the effect. In the numerical output, the error scale is that of a difference between two independent large samples; the samples here share primaries and noise, so it is a guide.

**Afterpulses.** Let each avalanche have a 1% chance of an additional charge uniform between 0 and $G$. The zero peak is untouched, and $\mu$ moves by only 0.002. The mean signal rises by 0.5%, which at fixed $\mu$ and $G$ would raise $\lambda$ by $(1-\lambda)\times0.005=0.004$; the fit gives 0.003. The sensitive parameter is $s_1$, which rises by 1.8 fC, over seven times its error in the 20000-pulse fit. The shift is nearly but not exactly proportional to the afterpulse probability (0.25 fC at 0.13%, 0.19 fC at 0.10%), and it stays below one standard error only for probabilities under about 0.12%. That figure belongs to the uniform charge distribution assumed here; real afterpulse charges depend on the delay and the recovery of the cell. Thus "negligible afterpulsing" is a much stricter demand for $s_1$ than for $\mu$ or $\lambda$.

**Dark counts.** A rate of 0.45 MHz and a 100 ns gate give 0.045 dark primaries per pulse. The fit raises $\mu$ by 0.047, more than three standard errors of the 20000-pulse fit. Pulses cut by the gate carry partial charges. For an exponential pulse with a 20 ns decay time, $s_0$ rises by 1.9 fC, $s_1$ by about 1.3 fC, and $G$ falls by 0.4 fC. These shifts depend on the pulse shape: the rise of $s_0$ is 0.5 fC for a 5 ns decay and 4.1 fC for 50 ns, while that of $\mu$ stays between 0.046 and 0.054. A run without light, with the same gate, corrects $\mu$. If light and dark counts are independent and no pulse with light-induced avalanches falls in the pedestal window, the window fractions satisfy $f_{\rm light}=e^{-\mu}f_{\rm dark}$, so
$$\mu=\ln\frac{f_{\rm dark}}{f_{\rm light}} .$$
Partial dark pulses cancel in this ratio.

**Short-range crosstalk.** As a toy geometry, let crosstalk reach only the four nearest cells of a 60 × 60 array, and let a fired cell be unable to fire again. Some attempts are lost on cells already hit or over the edge, and the mean count drops from 2.50 to 2.45. The fitted $\lambda$ falls by 0.026, or 13%, nearly six times its 20000-pulse error. This is the largest relative change in $\lambda$ among the three cases as set up here. Its cause is the short range, not the number of cells: an unbounded four-neighbour lattice still lowers $\lambda$ by 0.022, whereas 3600 cells with crosstalk photons landing on any cell lower it by only 0.0005. The shift in a real sensor depends on how far its crosstalk reaches. The fitted number is then an effective branching mean, not the microscopic one.

Less obviously, $\mu$ rises by 0.022, although the primaries are unchanged. The cluster shape has changed. In the array each neighbour fires with probability $p=1-e^{-\lambda/4}$. A two-cell cluster away from the edge requires one of four neighbours to fire and six other attempts to fail, with probability $4p(1-p)^6=0.145$. The cascade model gives $\lambda e^{-2\lambda}=0.134$. No $\lambda$ reproduces all cluster sizes, and a plausible reading is that the fit spreads the mismatch over both parameters. The shifted values still give $2.022/(1-0.174)\approx2.45$, the correct mean count.

The zero peak offers a warning, since crosstalk of any shape leaves it alone. Compare $-\ln(N_0/N)$ with the fitted $\mu$. For large samples the likelihood estimate is uncorrelated with its difference from another unbiased estimate; otherwise adding a multiple of that difference would reduce its variance below the minimum. The difference therefore has error $\sqrt{0.0182^2-0.0143^2}=0.011$. In the example it is $2.048-2.034=0.014$, or 1.2 standard errors, as it may be when the model holds. The array would shift it by about two, so 20000 pulses give a hint and a larger sample is needed for a clear verdict.

The light source must be Poissonian too. If its mean varies from pulse to pulse with relative standard deviation $\eta$, the variance of the primaries becomes $\mu+\eta^2\mu^2$, and the excess can be mistaken for crosstalk. For a gamma-distributed intensity with $\eta=0.1$ the fitted $\lambda$ rises by 0.007 and the fitted $\mu$ falls by 0.017; the zero-peak estimate falls by 0.020, so the comparison above does not expose this fault. A stable pulsed source is thus suited to calibration. For a later scintillation pulse of charge $Q$, taken with the same settings and far from saturation, the estimated number of primaries is $(Q-Q_0)(1-\lambda)/G$. This uses $\lambda$ only through the mean multiplication $1/(1-\lambda)$. It also assumes that the gate contains the whole pulse, that dark counts and afterpulses are negligible or corrected, and that the attached scintillator does not change the crosstalk by reflecting avalanche photons back into the sensor. In the array example the fitted value gives $1/(1-0.174)\approx1.21$, about 1% below the actual $2.45/2\approx1.23$.

## Table of computed values

```
events 20000, bin width 10 fC
weights k=0..5: 0.1353 0.2216 0.2177 0.1674 0.1112 0.0672
max weight error against series: 9.7e-17
probability beyond k=40: 8.8e-14
true mean count 2.5000, variance 3.9062
true excess noise factor 1.2500
|char. function| at 2pi/G: data 0.7324, formula 0.7355
parameter: true | start | fit +- standard error
  pedestal: 40 | 39.3721 | 39.8206 +- 0.3307 fC
  gain: 250 | 251.2883 | 250.0484 +- 0.1247 fC
  s0: 25 | 24.9533 | 24.8519 +- 0.2605 fC
  s1: 12 | 12.7051 | 12.2348 +- 0.2372 fC
  mu: 2 | 2.0479 | 2.0342 +- 0.0143 
  lambda: 0.2 | 0.1864 | 0.1952 +- 0.0045 
Fisher-scoring steps: 3
gain: true 1.5604, fit 1.5607 +- 0.0008 million electrons
crosstalk probability: true 0.1813, fit 0.1774 +- 0.0037
correlation of mu and lambda: -0.638
error of mu from zero peak alone: 0.0182
other optimiser, largest gap: 8.2e-04 standard errors
Pearson chi2 155.1, dof 167, p-value 0.736
lambda=0 fit: mu 2.5276, gain 250.071 fC
2 x log-likelihood loss at lambda=0: 2045.7
200 repeats: mean | scatter | pull mean | pull width
  pedestal: 40.0298 | 0.3049 | 0.090 | 0.929
  gain: 249.9913 | 0.1177 | -0.069 | 0.949
  s0: 24.9937 | 0.2494 | -0.027 | 0.969
  s1: 11.9992 | 0.2390 | 0.011 | 0.995
  mu: 2.0008 | 0.0151 | 0.050 | 1.072
  lambda: 0.1998 | 0.0046 | -0.038 | 1.039
largest start-gain error in repeats: 0.52 %
neglected effects, 400000 events each
afterpulse probability 1.0 %
dark rate 0.45 MHz, gate 100 ns, decay 20 ns
dark primaries starting in gate: 0.0450 per event
cells 3600, mean count on cell array 2.4500
shifts: gain (fC) | s0 (fC) | s1 (fC) | mu | lambda
  afterpulses: -0.1297 | -0.2806 | 1.7650 | 0.0017 | 0.0033
  dark counts: -0.4260 | 1.8641 | 1.2564 | 0.0474 | -0.0008
  cell array: -0.0255 | -0.0054 | 0.0138 | 0.0216 | -0.0257
  error scale: 0.0392 | 0.0814 | 0.0759 | 0.0045 | 0.0014
```
